# Reaction order of precursor decomposition by a radical chain

A gaseous precursor P decomposes through two radicals. R attacks the precursor, and S falls apart to release R again:

- initiation: P → R + S, rate $k_1P$;
- attack: R + P → S + stable product, rate $k_2RP$;
- release: S → R + stable product, rate $k_3S$;
- termination: R + R, R + S and S + S, with $k_tR^2$, $k_xRS$ and $k_sS^2$ events per volume and time.

The letters P, R and S also denote number densities. Each termination event removes two radicals, and its products are inert; in particular, R + S does not give P back. The gas is uniform, with fixed temperature and volume. Unless a part says otherwise, the coefficients do not depend on density and walls play no role. No atomic constant enters the rate equations, so they hold in any consistent units.

## (a) The steady radical density

**Write the balances of the three species. Find the steady density of R when R + R is the only important termination, and from it the rate of precursor loss.**

Initiation makes one R and one S. Attack turns an R into an S, and release does the reverse. An R + R event removes two R, which gives the factor 2 below; an R + S event removes one of each. Hence

$$\frac{dP}{dt}=-k_1P-k_2RP,$$

$$\frac{dR}{dt}=k_1P-k_2RP+k_3S-2k_tR^2-k_xRS,$$

$$\frac{dS}{dt}=k_1P+k_2RP-k_3S-k_xRS-2k_sS^2.$$

Adding the last two cancels attack and release, which exchange the radicals without changing their total number:

$$\frac{d(R+S)}{dt}=2k_1P-2\left(k_tR^2+k_xRS+k_sS^2\right).$$

The steady-state approximation sets the left side to zero. Initiation events then balance termination events:

$$k_1P=k_tR^2+k_xRS+k_sS^2. \tag{1}$$

If R + R dominates, $k_1P=k_tR^2$, so

$$R=\left(\frac{k_1P}{k_t}\right)^{1/2}.$$

Inserting this in the precursor balance gives

$$-\frac{dP}{dt}=k_1P+KP^{3/2},\qquad K=k_2\left(\frac{k_1}{k_t}\right)^{1/2}. \tag{2}$$

When the second term dominates, the order is three halves. One power of $P$ comes from the molecule under attack. The extra half power comes from the radical density: its source is proportional to $P$, while its loss is quadratic in $R$.

## (b) How long must the chain be?

**Find the local order $n=d\ln(-dP/dt)/d\ln P$ when direct initiation is kept.**

Define the chain length as the number of attacks per initiation event:

$$\nu=\frac{k_2RP}{k_1P}=\frac{k_2R}{k_1}=k_2\left(\frac{P}{k_1k_t}\right)^{1/2}.$$

The loss rate is $k_1P(1+\nu)$. Since $\nu\propto P^{1/2}$, $d\nu/d\ln P=\nu/2$, and therefore

$$n=1+\frac{\nu}{2(1+\nu)}=\frac32-\frac{1}{2(1+\nu)}. \tag{3}$$

For $\nu\gg1$ the order tends to 3/2. For $\nu\ll1$ most molecules are lost by initiation itself, and the order tends to 1. At $\nu=1$ it is 5/4.

## (c) Does it matter which radicals recombine?

**Keep all three terminations, take long chains, and find the order.**

In steady state the S balance reads

$$k_3S=k_2RP+k_1P-k_xRS-2k_sS^2.$$

By equation (1), the two termination terms here add up to at most $2k_1P$. They and the initiation term are thus smaller than $k_2RP$ by a factor of order $1/\nu$. To leading order in long chains,

$$S=\sigma R,\qquad \sigma=\frac{k_2P}{k_3}.$$

Equation (1) becomes

$$k_1P=R^2D,\qquad D=k_t+k_x\sigma+k_s\sigma^2,$$

so the chain loss is $k_2RP=k_2k_1^{1/2}P^{3/2}D^{-1/2}$. Because $\sigma\propto P$, $dD/d\ln P=k_x\sigma+2k_s\sigma^2$. Taking the logarithmic derivative gives

$$n=\frac32-\frac{k_x\sigma+2k_s\sigma^2}{2\left(k_t+k_x\sigma+k_s\sigma^2\right)}. \tag{4}$$

The order is 3/2 if R + R dominates, 1 if R + S does, and 1/2 if S + S does. In the last case the chain loss equals $k_3S$ with $S=(k_1P/k_s)^{1/2}$; if the termination coefficients are comparable, nearly all radicals then wait as S. Bimolecular attack alone therefore does not secure three halves: with density-independent coefficients, the radicals that attack must also be the ones that recombine with each other. Density-dependent coefficients open other routes to 3/2, for example $k_3\propto P$, which makes $\sigma$ constant, or $k_1\propto P$ with R + S termination.

For a simple case take $k_x=2k_t$ and $k_s=k_t$. Then $D=k_t(1+\sigma)^2$ and $n=3/2-\sigma/(1+\sigma)$. The order is 1.499, 1.000 and 0.501 at $\sigma=10^{-3}$, 1 and $10^3$.

## (d) Walls and density-dependent coefficients

**Let walls remove R at the rate $k_wR$. Then, without walls, let $k_1\propto P^\beta$ and $k_t\propto P^\gamma$. Find the order of the chain loss in each case, with R + R as the gas-phase termination.**

With walls, the steady radical balance is

$$2k_1P=k_wR+2k_tR^2.$$

Differentiate both sides with respect to $\ln P$:

$$2k_1P=\left(k_wR+4k_tR^2\right)\frac{d\ln R}{d\ln P}.$$

Replace the left side by the balance and divide numerator and denominator by $2k_tR^2$. With $w=k_w/(2k_tR)$, the ratio of wall loss to recombination loss,

$$\frac{d\ln R}{d\ln P}=\frac{1+w}{2+w},\qquad n=1+\frac{1+w}{2+w}. \tag{5}$$

Weak wall loss leaves $n=3/2$. If walls remove nearly all the radicals, $R$ is proportional to $P$ and the order tends to 2.

In the second case, $R=(k_1P/k_t)^{1/2}\propto P^{(1+\beta-\gamma)/2}$. The attacked molecule adds one power:

$$n=\frac32+\frac{\beta-\gamma}{2}. \tag{6}$$

Such exponents arise when a reaction needs collisions to supply or remove energy and the precursor itself is an important collision partner. A large excess of carrier gas at fixed density suppresses this dependence.

## (e) Is the steady state itself safe?

**Start without radicals and find how $R$ builds up. Then find what the steady-state approximation does to the order as the precursor is used up. Neglect S in the total number of radicals.**

With $S$ negligible beside $R$, the total radical balance is $dR/dt=2k_1P-2k_tR^2$. Let $R_s=(k_1P/k_t)^{1/2}$. If $k_2\ll k_t$ and $R_s\ll P$, the precursor density hardly changes during the short start-up, and

$$\frac{dR}{dt}=2k_t(R_s^2-R^2),\qquad R=R_s\tanh(2k_tR_st).$$

Substitution confirms the solution: the derivative of the hyperbolic tangent is one minus its square. The start-up time is $1/(2k_tR_s)$.

Later $P$ falls, and $R$ must follow it. Let $y=R/P^{1/2}$. For long chains $dP/dt=-k_2RP$, so

$$\frac{dy}{dt}=\frac{1}{P^{1/2}}\frac{dR}{dt}-\frac{R}{2P^{3/2}}\frac{dP}{dt}
=P^{1/2}\left[2k_1-\left(2k_t-\frac{k_2}{2}\right)y^2\right].$$

If $k_2<4k_t$, the bracket vanishes at a constant value $y=c$:

$$c^2=\frac{k_1}{k_t-k_2/4}. \tag{7}$$

Below $c$, $y$ rises; above it, $y$ falls. Once $y$ has settled, $R=cP^{1/2}$ and the chain loss is $k_2cP^{3/2}$. Within these assumptions the delay changes the rate constant but not the order. For $k_2\ll k_t$, the radical density exceeds its steady-state value by the fraction $k_2/(8k_t)$. If $k_2\ge4k_t$, no such constant ratio exists and the argument for three halves fails.

## (f) Half-life and activation energy

**Integrate equation (2) from $P_0$ to $P_0/2$. Find the apparent activation energy of $K$.**

Let $u=P^{-1/2}$. Then

$$\frac{du}{dt}=-\frac12P^{-3/2}\frac{dP}{dt}=\frac12\left(k_1u+K\right).$$

The quantity $u+K/k_1$ therefore grows exponentially:

$$u+\frac{K}{k_1}=\left(u_0+\frac{K}{k_1}\right)e^{k_1t/2}.$$

At half the initial density $u=\sqrt2\,u_0$. Dividing by $u_0$ and using $K/(k_1u_0)=KP_0^{1/2}/k_1=\nu_0$, the initial chain length, gives

$$t_{1/2}=\frac{2}{k_1}\ln\frac{\sqrt2+\nu_0}{1+\nu_0}. \tag{8}$$

For $\nu_0\gg1$ the logarithm tends to $(\sqrt2-1)/\nu_0$, and

$$t_{1/2}\to\frac{2(\sqrt2-1)}{KP_0^{1/2}}.$$

A fourfold initial density then halves the half-life. For $\nu_0\ll1$, equation (8) gives the first-order result $(\ln2)/k_1$.

Let each coefficient have the form $A_i\exp(-E_i/k_BT)$ with constant $A_i$. Since $\ln K=\ln k_2+\tfrac12\ln k_1-\tfrac12\ln k_t$, the apparent activation energy at fixed precursor density is

$$E_{\rm app}=E_2+\frac{E_1-E_t}{2}. \tag{9}$$

Half of the initiation energy enters because the radical density varies as the square root of $k_1$.

## (g) A dilute precursor at atmospheric pressure

**Take 1 Torr of precursor in nitrogen at a total pressure of 760 Torr and 800 K. Use $A_1=3\times10^{15}$ s⁻¹, $E_1=2.8$ eV; $A_2=10^{-11}$ cm³/s, $E_2=0.3$ eV; $A_3=10^{13}$ s⁻¹, $E_3=1$ eV; and $k_t=k_s=3\times10^{-11}$ cm³/s, $k_x=2k_t$, independent of temperature. Find the rate and order, and say when they change.**

The coefficients are $k_1=6.885\times10^{-3}$ s⁻¹, $k_2=1.288\times10^{-13}$ cm³/s and $k_3=5.0\times10^6$ s⁻¹. The ideal-gas precursor density is $1.207\times10^{16}$ cm⁻³. Thus

$$R=\left(\frac{6.885\times10^{-3}\times1.207\times10^{16}}{3\times10^{-11}}\right)^{1/2}=1.66\times10^{12}\ {\rm cm^{-3}}.$$

The attack frequency is $k_2R=0.214$ s⁻¹, so $\nu=0.214/0.00689\approx31$. Adding $k_1$ gives a total loss frequency of 0.221 s⁻¹. Equation (3) gives $n=3/2-1/(2\times32.15)=1.484$, close to three halves. The half-life is

$$t_{1/2}=\frac{2}{6.885\times10^{-3}}\ln\frac{1.414+31.15}{1+31.15}=3.72\ {\rm s}.$$

Numerical integration of all three balances from zero radicals also gives 3.72 s. The start-up time is 10 ms, and the excess of $R$ due to delay is below 0.1% of its steady-state value. The apparent activation energy of $K$ is $0.3+2.8/2=1.7$ eV; that of the total loss, which includes direct initiation, is 1.73 eV at 800 K and 2.2 eV at 1000 K.

Solving the full steady balances numerically at 800 K gives orders of 1.454, 1.484 and 1.492 at precursor pressures of 0.1, 1 and 10 Torr. Chains lengthen with pressure, but $\sigma$ grows too: it is $3.1\times10^{-4}$ at 1 Torr and ten times larger at 10 Torr. By equation (4), termination involving S then lowers the order by about 0.003.

Temperature matters more. With the precursor held at 1 Torr, the order falls from 1.497 at 700 K to 1.267 at 1000 K, while $\nu$ falls from 325 to 1.15. The main reason is that $\nu\propto k_2/(k_1k_t)^{1/2}$ at fixed density: heating raises $k_1^{1/2}$ more than $k_2$, because $E_1/2>E_2$. Decomposition becomes faster, but its chain character fades. The order peaks near 700 K. On further cooling $\sigma$ grows, because $E_3>E_2$, and the order falls to 1.46 at 550 K and 1.32 at 500 K, where decomposition is very slow.

**Comparison with a reactor.** These are rough values for the regime of atmospheric-pressure metal-organic vapour deposition, not data for a particular compound. The precursor pressure is toward the high end for this process, and the attack coefficient is deliberately large: a tenfold smaller $k_2$ gives $\nu\approx3$ and an order of 1.38. Deposition on walls breaks the gas-only assumption most seriously. Consider a long tube of radius $a=2.5$ cm whose hot wall absorbs every arriving precursor molecule. The slowest diffusion mode has the radial form $J_0(2.405r/a)$, which vanishes at the wall, and decays at the rate $D_P(2.405/a)^2$. Scaling a rough diffusion coefficient of 0.1 cm²/s at 300 K as $T^{1.75}$ gives $D_P=0.556$ cm²/s and a wall loss of 0.515 s⁻¹, or 2.3 times the gas loss. Wall loss is first order. Estimating the gas loss as that of a uniform gas at 1 Torr, the combined order is

$$1+\frac12\,\frac{0.214}{0.221+0.515}=1.15.$$

Once the slowest mode is established, or when half-lives at different initial pressures are compared, total precursor depletion in such a tube looks nearly first order, with orders of about 1.1 to 1.2, even though the gas chain has order 1.48. In a tube filled uniformly, the faster diffusion modes are still decaying during the first half-life, and the order read along one run is then much higher: about 4 at 20% conversion and 1.6 at 50%.

For weak sticking with probability $\gamma_s$, the wall receives a flux $P\bar v/4$ and the tube has surface-to-volume ratio $2/a$. The loss frequency is then $\gamma_s\bar v/(2a)$. A precursor mass of 115 u gives $\bar v=3.84\times10^4$ cm/s. Keeping wall loss at 1% of gas loss requires

$$\gamma_s=\frac{0.01\times0.221\times2\times2.5}{3.84\times10^4}=2.9\times10^{-7}.$$

An experiment on the gas chain in this tube thus needs a nearly unreactive wall.

Radicals are less exposed. Their recombination loss frequency $2k_tR$ is about 100 s⁻¹. With twice the precursor's diffusion coefficient, $D_R=1.11$ cm²/s, R diffuses only about $[D_R/(2k_tR)]^{1/2}=0.1$ cm before it recombines. If the precursor is uniform, a wall that absorbs every arriving R therefore depletes R mainly in a layer of about this thickness, which fills some 8% of the tube's cross-section.

Heat release can also affect the rate. If each decomposed precursor released 1 eV and the carrier had heat capacity $3.5k_B$ per molecule, complete conversion at constant pressure without heat loss would warm the gas by 4.4 K. Such a warming raises the rate constant $K$ by 14%. Nitrogen at 800 K has about $3.8k_B$ once its vibration is counted, which gives 4.0 K and 13%.

Finally, initiation needs collisions to replenish energetic molecules. A rough model treats the precursor as $s=16$ equal classical oscillators, with dissociation rate $k(E)=A_1[(E-E_1)/E]^{s-1}$ above $E_1$. Collisions at frequency $\omega$ refill each energy level toward its thermal population $f(E)$, so the steady population is $f\omega/(\omega+k)$ and

$$k_1=\int_{E_1}^{\infty}\frac{\omega k(E)}{\omega+k(E)}f(E)\,dE,\qquad f(E)=\frac{E^{s-1}e^{-E/k_BT}}{(s-1)!\,(k_BT)^s}.$$

For $\omega\to\infty$ this returns $A_1e^{-E_1/k_BT}$. Take $\omega$ as $3\times10^{-10}$ cm³/s times the total gas density. Numerical integration then gives 96% of the limiting $k_1$ in the carrier, which lowers the chain rate by 2%. For 1 Torr of undiluted precursor it gives 35%, with $\beta=0.315$. Equation (6) then yields $n=1.66$ if $k_t$ is held fixed; recombination that also weakens at low density would lower this value. This order also assumes no radical loss to walls. At 1 Torr total pressure diffusion is 760 times faster, and in the tube above a wall that absorbs R would cut its mean density to about 5% of the wall-free value and raise the chain order to about 3.3, since the diffusion coefficient then varies as $1/P$. These fractions are sensitive to the model. In the carrier, $s=10$ gives 64% instead of 96%, and weak collisions that remove on average 0.025 to 0.1 eV per downward step give 66% to 87% at $s=16$. At fixed carrier density such a reduction changes the rate but not the order, so dilution at fixed total pressure helps to keep initiation first order.

Numbers in the example were calculated in double precision.
